\section*{Tunnelling through a parabolic barrier in hydrogen abstraction from a low-k film}

\section*{The problem}

Hydrogen atoms from a plasma enter a porous organosilicate low-permittivity film and abstract hydrogen from its methyl groups. Near its top, the barrier along the reaction path is
\begin{equation}
V(x)=V_0-\tfrac12 m\omega^2x^2 ,\qquad \hbar\omega=hc\tilde\nu ,
\end{equation}
where $m$ is the effective mass and $\tilde\nu=1500\ \mathrm{cm^{-1}}$ is the size of the imaginary frequency, so that $\hbar\omega=0.18598$ eV. The barrier height, measured from the reactant level $E=0$, is taken as $V_0=0.50$ eV, a rough value for this kind of reaction.

Assume one-dimensional motion, reactants in thermal equilibrium at temperature $T$, transverse modes that separate from the reaction coordinate, and no recrossing. The tunnelling factor $\kappa$ is the thermal quantum flux through the barrier divided by the classical flux over it. Use
\begin{equation}
u=\frac{\hbar\omega}{k_BT},\qquad \varepsilon=\frac{E-V_0}{\hbar\omega},\qquad b=\frac{V_0}{\hbar\omega}=2.6885 .
\end{equation}

\section*{Part (a)}

\textbf{Question.} Express $\kappa$ through the transmission probability $P$, and state the range of integration for an unbounded parabola.

\textbf{Model answer.} States in the momentum interval $dp$ have density $dp/h$ per unit length, arrive with velocity $v=dE/dp$, and carry the weight $e^{-E/k_BT}$. Since $v\,dp=dE$, the transmitted flux is proportional to $h^{-1}\int P(E)e^{-E/k_BT}dE$. Classically $P$ is 0 below $V_0$ and 1 above it, which gives $h^{-1}k_BT\,e^{-V_0/k_BT}$. The normalization of the reactants cancels in the ratio:
\begin{equation}
\kappa=\int P(E)\,e^{(V_0-E)/k_BT}\,\frac{dE}{k_BT}
=u\int P(\varepsilon)\,e^{-u\varepsilon}\,d\varepsilon .
\label{kappa}
\end{equation}
The second form uses $(V_0-E)/k_BT=-u\varepsilon$ and $dE/k_BT=u\,d\varepsilon$. A real barrier has a lowest reactant energy, here $\varepsilon=-b$. An unbounded parabola has none, so its integral runs from $-\infty$ to $\infty$.

\section*{Part (b)}

\textbf{Question.} Find $P(\varepsilon)$ for the unbounded parabola without a semiclassical approximation.

\textbf{Model answer.} Measure length in $\sqrt{\hbar/m\omega}$, momentum in $\sqrt{\hbar m\omega}$ and energy from $V_0$ in $\hbar\omega$. Then $H=(p^2-x^2)/2$ with $[x,p]=i$. Define
\begin{equation}
U=\frac{p+x}{\sqrt2},\qquad W=\frac{p-x}{\sqrt2}.
\end{equation}
Their commutator is $[U,W]=\frac12(-[p,x]+[x,p])=i$. In $UW+WU$ the cross terms $xp$ and $px$ cancel, leaving $p^2-x^2$. Hence $H=(UW+WU)/2$.

The classical equations $\dot x=p$, $\dot p=x$ give $\dot U=U$ and $\dot W=-W$. In the far past $W$ dominates and $x\simeq-W/\sqrt2$, so a particle coming from the left has $W>0$. In the far future $U$ dominates and $x\simeq U/\sqrt2$, so $U>0$ means transmitted and $U<0$ reflected.

In the $W$ representation $U=i\,d/dW$, and the eigenvalue equation is
\begin{equation}
i\left(W\frac{d}{dW}+\frac12\right)\chi=\varepsilon\chi
\quad\Rightarrow\quad
\chi=W^{-i\varepsilon-1/2}\ \ (W>0),
\end{equation}
with $\chi=0$ for $W<0$, because nothing arrives from the right. Since $W=-i\,d/dU$ in the $U$ representation, the two are linked by a Fourier transform. With $s=\frac12-i\varepsilon$ and a convergence factor $\eta\to0^+$,
\begin{equation}
\phi(U)=\frac1{\sqrt{2\pi}}\int_0^\infty W^{s-1}e^{-(\eta-iU)W}dW
=\frac{\Gamma(s)}{\sqrt{2\pi}}(\eta-iU)^{-s}.
\end{equation}
For $U>0$, $-iU=|U|e^{-i\pi/2}$, so $(-iU)^{-s}=|U|^{-s}e^{i\pi s/2}$, and $|e^{i\pi s/2}|=e^{\pi\varepsilon/2}$. For $U<0$ the phase is reversed and the modulus is $e^{-\pi\varepsilon/2}$. The outgoing current is $|U||\phi|^2$, because $U$ moves with velocity $U$. The factor $|U|\,\bigl||U|^{-s}\bigr|^2=1$ is the same on both sides, so
\begin{equation}
\frac{P}{1-P}=\frac{e^{\pi\varepsilon}}{e^{-\pi\varepsilon}}=e^{2\pi\varepsilon}
\quad\Rightarrow\quad
P=\frac1{1+e^{-2\pi\varepsilon}} .
\label{P}
\end{equation}
Conservation of current has been used for $R=1-P$. At the top $P=1/2$. For $\varepsilon=-1.5$ the formula gives $8.0693\times10^{-5}$, and numerical integration of the wave equation gives the same five digits.

\section*{Part (c)}

\textbf{Question.} For which $u$ does the integral for $\kappa$ converge? Evaluate it there, and find the first correction to the classical value for small $u$.

\textbf{Model answer.} The integral is
\begin{equation}
\kappa=uI,\qquad I=\int_{-\infty}^{\infty}f(\varepsilon)\,d\varepsilon,\qquad
f(\varepsilon)=\frac{e^{-u\varepsilon}}{1+e^{-2\pi\varepsilon}} .
\end{equation}
For $\varepsilon\to\infty$ the integrand falls as $e^{-u\varepsilon}$. For $\varepsilon\to-\infty$ it behaves as $e^{(2\pi-u)\varepsilon}$, which is integrable if and only if $u<2\pi$. At $u=2\pi$ it tends to 1, and for larger $u$ it grows. Physically, the Boltzmann weight then gains more per step down the barrier than the transmission loses.

For $0<u<2\pi$, integrate $f$ counterclockwise around the rectangle with corners $-R$, $R$, $R+i$, $-R+i$. The vertical sides vanish as $R\to\infty$ by the same estimates. On the upper side $f(\varepsilon+i)=e^{-iu}f(\varepsilon)$, traversed backwards. The enclosed pole is at $\varepsilon=i/2$, where the derivative of the denominator is $-2\pi e^{-i\pi}=2\pi$ and the residue is therefore $e^{-iu/2}/2\pi$. Thus
\begin{equation}
(1-e^{-iu})I=2\pi i\,\frac{e^{-iu/2}}{2\pi}=i\,e^{-iu/2}.
\end{equation}
Division by $e^{-iu/2}$ turns the left side into $2i\sin(u/2)\,I$, so $I=1/[2\sin(u/2)]$ and
\begin{equation}
\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .
\label{closed}
\end{equation}
With $\sin y\simeq y-y^3/6$ and $y=u/2$, this becomes $\kappa\simeq1+y^2/6=1+u^2/24$.

\section*{Part (d)}

\textbf{Question.} At what temperature does $\kappa$ diverge, and how does it behave just above? Can equation (\ref{closed}) be used at 300 K?

\textbf{Model answer.} The limit $u=2\pi$ defines
\begin{equation}
T_c=\frac{\hbar\omega}{2\pi k_B}=\frac{hc\tilde\nu}{2\pi k_B}.
\end{equation}
At 300 K, $u=7.1939$, so $\hbar\omega/k_B=300\times7.1939=2158.2$ K and
\begin{equation}
T_c=\frac{2158.2\ \mathrm K}{6.2832}=343.5\ \mathrm K\quad(70\,^\circ\mathrm C).
\end{equation}
Neither $V_0$ nor $m$ enters separately.

Just above $T_c$ put $\delta=2\pi-u$. Since $u=2\pi T_c/T$, $\delta=2\pi(T-T_c)/T$. Also $\sin(u/2)=\sin(\delta/2)\simeq\delta/2$, whence
\begin{equation}
\kappa\simeq\frac{\pi-\delta/2}{\delta/2}=\frac{2\pi}{\delta}-1
=\frac{T}{T-T_c}-1=\frac{T_c}{T-T_c}.
\end{equation}
At 350 K this gives 52.70, against 52.73 from equation (\ref{closed}).

Room temperature lies below $T_c$, where the integral is infinite. The closed expression nevertheless returns a finite number,
\begin{equation}
\frac{3.5969}{\sin 3.5969}=\frac{3.5969}{-0.4398}=-8.18 ,
\end{equation}
which cannot be a ratio of two positive fluxes. The sign is not a sufficient warning: for $4\pi<u<6\pi$, which begins below $T_c/2\simeq172$ K, the expression is positive again while the integral still diverges. Equation (\ref{closed}) is unusable at every $T\le T_c$.

\section*{Part (e)}

\textbf{Question.} Stop the energy integral at the reactant level, keeping the parabolic $P$. Find the result at all temperatures, explain the negative number of part (d), and judge whether the cut cures the problem.

\textbf{Model answer.} For $\varepsilon<0$ a geometric series gives
\begin{equation}
P=\frac{e^{2\pi\varepsilon}}{1+e^{2\pi\varepsilon}}
=\sum_{n=1}^{\infty}(-1)^{n-1}e^{2\pi n\varepsilon}.
\end{equation}
For $u<2\pi$, subtracting the tail $-\infty<\varepsilon<-b$ term by term gives
\begin{equation}
\kappa_{\rm cut}=\frac{u/2}{\sin(u/2)}
-u\sum_{n=1}^{\infty}(-1)^{n-1}\frac{e^{(u-2\pi n)b}}{2\pi n-u}.
\label{cut}
\end{equation}
The cut integral converges and is analytic for all $u>0$. The right side is analytic too, apart from the points $u=2\pi n$, where its poles must cancel. The equality therefore continues to all $u>0$, with limits taken at those points.

At $T_c$, set $u=2\pi-\delta$ and let $\delta\to0$. The closed form is $2\pi/\delta-1$, and the $n=1$ term is
\begin{equation}
-\frac{(2\pi-\delta)e^{-\delta b}}{\delta}\simeq-\frac{2\pi}{\delta}+1+2\pi b .
\end{equation}
Their sum is $2\pi b=16.9$. The terms with $n\ge2$ add $\ln(1+e^{-2\pi b})$, which is negligible here. The cut has removed the divergence.

For $2\pi<u<4\pi$ the $n=1$ term is positive and grows with $b$, while the later terms vanish as $b\to\infty$. The negative closed form is what remains when this growing term is discarded. At 300 K, with $u-2\pi=0.9107$,
\begin{equation}
\kappa_{\rm cut}\simeq-8.18+\frac{7.1939}{0.9107}\,e^{0.9107\times2.6885}
=-8.18+91.40=83.2 .
\end{equation}
Each further quantum $\hbar\omega$ of depth multiplies the growing term by $e^{0.9107}=2.49$. Cuts at depths of 4, 8 and 16 quanta give $2.9\times10^2$, $1.2\times10^4$ and $1.7\times10^7$.

The result is finite but not reliable. With $\tilde\nu$ fixed, barriers of 0.40, 0.50 and 0.60 eV give 48, 83 and 141. For 0.50 eV, 78\% of the flux comes from the lower half of the barrier, where an expansion about the top has no claim to hold.

\section*{Part (f)}

\textbf{Question.} Replace the parabola by $V=V_0\,\mathrm{sech}^2(x/a)$ with the same height and top curvature. Compare the two semiclassically below the top. What does $T_c$ mean for the smooth barrier?

\textbf{Model answer.} Near the top $V\simeq V_0(1-x^2/a^2)$, so $a^2=2V_0/m\omega^2$, or $a=\sqrt{2b}$ in the units of part (b). Let $e=E/\hbar\omega$. To leading semiclassical order $P\sim e^{-S}$, with $S=2\int\sqrt{2(V-e)}\,dx$ between the turning points. For the parabola, equation (\ref{P}) gives $S_{\rm par}=2\pi(b-e)$ well below the top.

For the smooth barrier put $y=x/a$ and $J(e)=\int\sqrt{b\,\mathrm{sech}^2y-e}\;dy$. The integrand vanishes at the turning points, so only the explicit $e$ contributes to the derivative. With $s=\sinh y$,
\begin{equation}
\frac{dJ}{de}=-\frac12\int\frac{\cosh y\,dy}{\sqrt{b-e\cosh^2y}}
=-\frac12\int\frac{ds}{\sqrt{b-e-es^2}}=-\frac{\pi}{2\sqrt e}.
\end{equation}
As $J(b)=0$, $J=\pi(\sqrt b-\sqrt e)$. Then
\begin{equation}
S=2\sqrt2\,aJ=4\pi(b-\sqrt{be}),\qquad
S-S_{\rm par}=2\pi(\sqrt b-\sqrt e)^2\ge0 .
\end{equation}
The smooth barrier is wider at its foot and transmits less there. The difference in $S$ vanishes quadratically towards the top. This ordering holds at leading order only: with the full transmission the smooth barrier transmits slightly more than the parabola close to the top, by about 10\% at 0.46 eV and 7\% at the top itself.

The thermal integrand has the exponent $u(b-e)-S$. For the parabola this is $(u-2\pi)(b-e)$: below $T_c$ it rises all the way down. For the smooth barrier its derivative is $-u+2\pi\sqrt{b/e}$, which vanishes at
\begin{equation}
\frac{E^*}{V_0}=\left(\frac{2\pi}{u}\right)^2=\left(\frac{T}{T_c}\right)^2,\qquad T<T_c .
\end{equation}
The second derivative, $-\pi\sqrt b\,e^{-3/2}$, is negative, so this is a maximum. Thus, at this leading order, $T_c$ marks a crossover: below it the dominant energy moves down from the top, while $\kappa$ stays finite. At 300 K, $E^*=0.763\times0.50=0.38$ eV. With the full transmission the change is gradual: the maximum already lies below the top above $T_c$, at 0.43 eV for 350 K, and is at 0.37 eV for 300 K.

Numerical values need the full transmission. An outgoing wave of unit amplitude on the right is integrated through the Schr\"odinger equation to the left. If the incoming amplitude found there is $A$, then $P=1/|A|^2$. Equation (\ref{kappa}), integrated from $E=0$, gives:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $u$ & equation (\ref{closed}) & smooth barrier\\
300 & 7.19 & $-8.18$ & 15.3\\
350 & 6.17 & 52.7 & 6.6\\
400 & 5.40 & 6.28 & 4.02\\
450 & 4.80 & 3.54 & 2.94\\
550 & 3.92 & 2.12 & 2.03
\end{tabular}
\end{center}
Relative to the smooth barrier, the closed form is 8 times too large at 350 K, 56\% too large at 400 K, and 4\% too large at 550 K. It therefore fails before the divergence is reached. At 300 K the lower half of the smooth barrier supplies 15\% of the flux, against 78\% for the cut parabola. The expansion $1+u^2/24$ is no remedy: it gives 3.16 at 300 K, too small by a factor of 4.8.

\section*{Part (g)}

\textbf{Question.} What follows for radical penetration into the film, and how far can the numbers be trusted for a real process?

\textbf{Model answer.} Suppose abstraction is the sole loss of hydrogen atoms, with first-order rate $k_r\propto\kappa$, and the diffusivity $D$ is constant. The steady density obeys $D\,n''=k_rn$ and decays into a thick film as $e^{-z/\lambda}$, with $\lambda=\sqrt{D/k_r}$. With all else fixed, $\kappa=15.3$ shortens $\lambda$ by $\sqrt{15.3}=3.9$ relative to the classical rate. Inserting $-8.18$ would make $k_r$ negative and the density oscillate in depth, which is meaningless. The factor 3.9 holds only while abstraction is the main loss. At 300 K the model gives a reaction probability of only $\kappa e^{-V_0/k_BT}\simeq6\times10^{-8}$ per collision, so in a real film recombination of hydrogen atoms on the pore walls may dominate, and $\lambda$ would then depend little on $\kappa$.

Plasma treatment of organosilicate films is done both near room temperature and, in downstream resist stripping, at roughly 550 K. These settings lie on opposite sides of $T_c$. A frequency of 1350 or 1650 $\mathrm{cm^{-1}}$ moves $T_c$ to 309 or 378 K, so a 10\% error does not make the integral converge at 300 K. Convergence would take a frequency below 1310 $\mathrm{cm^{-1}}$, and just below that value the formula would still be far too large, as it is at 350 K in part (f). The assumption that matters most is the bottomless parabola: replacing it by the smooth barrier changes an infinite factor into about 15. A reaction energy of $+0.10$ or $-0.10$ eV, modelled by an asymmetric Eckart barrier (which reduces to the $\mathrm{sech}^2$ form at zero reaction energy) at fixed forward height and top curvature, changes this to 13.5 or 16.4. The frequency matters more: with 1350 or 1650 $\mathrm{cm^{-1}}$ the smooth barrier gives about 9 or 28 at 300 K. The shape counts too: at the original height and top curvature, a Gaussian barrier gives about 19 and a barrier proportional to $\mathrm{sech}$ about 13.

In the Arrhenius exponent, $\kappa=15.3$ at 300 K is equivalent to lowering the barrier by $k_BT\ln\kappa=0.07$ eV. An error of 0.10 eV in $V_0$ changes the classical rate by $e^{0.10/0.02585}\simeq48$, so an error of that size would outweigh the whole tunnelling factor. Other features of real films also remain unsized, among them tunnelling paths that cut across transverse coordinates, a spread of barriers among surface sites, and plasma atoms that have not thermalized. The value 15 is thus a rough estimate for a one-dimensional model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
imaginary frequency, size: 1500 cm^-1
barrier height V0: 0.50 eV
barrier quantum hbar*omega: 0.18598 eV
b = V0/(hbar*omega): 2.6885
divergence temperature Tc: 343.48 K
Tc in Celsius: 70.3 C
frequency that puts Tc at 300 K: 1310 cm^-1
Tc for frequency 1350 cm^-1: 309.1 K
Tc for frequency 1650 cm^-1: 377.8 K
parabola transmission: eps, wave equation, formula
  -1.50  8.06928e-05  8.06930e-05
  -0.50  4.14238e-02  4.14238e-02
   0.00  4.99999e-01  5.00000e-01
   0.70  9.87850e-01  9.87850e-01
T (K), u, closed form, smooth finite barrier
  300  7.1939  -8.179  15.283
  350  6.1662  52.733  6.585
  400  5.3954  6.282  4.024
  450  4.7959  3.542  2.938
  550  3.9239  2.122  2.034
pole estimate Tc/(T-Tc) at 350 K: 52.70
300 K: u/2 = 3.5969 rad, sin(u/2) = -0.4398
300 K: growth per quantum of depth: 2.4861
300 K, parabola integral cut at depth (quanta): value
   2  4.0643e+01
   4  2.9356e+02
   8  1.1518e+04
  16  1.6818e+07
cut parabola at Tc: 16.892; 2*pi*b: 16.892
300 K, parabola cut at reactant level: V0 (eV), kappa
  0.40  47.83
  0.50  83.22
  0.60  140.96
300 K: flux share from lower half, cut parabola: 0.775
300 K: flux share from lower half, smooth: 0.151
300 K: kappa, smooth, reaction energy +0.10 eV: 13.54
300 K: kappa, smooth, reaction energy -0.10 eV: 16.41
300 K: 1 + u^2/24: 3.156
300 K: kT: 0.02585 eV
300 K: kT ln(kappa), smooth: 0.0705 eV
\end{verbatim}
